# Drift and Ballistic Space-Charge-Limited Currents and Their Crossing Length

## Problem

A semiconductor layer of thickness $L$ and permittivity $\varepsilon$ lies between a cathode at $x=0$ and an anode at $x=L$. It has no doping and no traps. Carriers of one type, with charge magnitude $e$, enter at the cathode with negligible velocity. The cathode can supply any current, so the charge inside the layer sets the limit. Diffusion, tunnelling and magnetic fields are neglected, and the state is steady.

All quantities below are positive magnitudes. The accelerating potential $\phi(x)$ rises from $\phi(0)=0$ to $\phi(L)=V$, the field is $F=\phi'$, and the force on a carrier is $eF$ towards the anode. With density $n$ and velocity $v$,

$$\varepsilon F'=en,\qquad J=env=\text{constant}. \tag{1}$$

For electrons, $\phi$ is the electrostatic potential. Their charge density is $-en$, so Poisson's equation $\phi''=-(-en)/\varepsilon$ gives the plus sign in (1).

(a) Show that a carrier near the minimum of an energy band responds to a uniform force like a particle with an effective mass $m$, and find $m$ from the band. Add collisions with a momentum relaxation time $\tau$ and find the mobility $\mu$.

(b) Find $J(V,L)$ when the carriers drift with $v=\mu F$ (the Mott–Gurney law).

(c) Find $J(V,L)$ when they cross without collisions (the Child–Langmuir law).

(d) At which length $L_x$ do the two laws give the same current? Evaluate it for the round model parameters $m=0.1\,m_e$ (with $m_e$ the free-electron mass), $\varepsilon=10\,\varepsilon_0$, $\tau=0.1$ ps, $V=0.1$ V.

(e) Within this model, does the current follow one law up to $L_x$ and the other beyond it? Decide by keeping inertia and collisions together.

SI-based device units are used, since they suit these quantities better than atomic units.

## Hints

1. For (a), see how translation by one lattice period fails to commute with the Hamiltonian. Energy conservation then gives the velocity.
2. Both laws need a value for $F(0)$. Ask what an unlimited supply of carriers does to a positive field at the cathode, and what a negative field does to carriers at rest.
3. For (b), eliminate $n$ and $v$. The result is the derivative of a square.
4. For (c), use energy conservation to write $v$ in terms of $\phi$, then multiply Poisson's equation by $\phi'$.
5. For (e), follow one carrier in time. How fast does the field it feels change?

## Solution

### (a) Effective mass and mobility

Let $H=H_0-fx$, where $H_0$ has lattice period $a$ and $f$ is a uniform force. Define the translation $T$ by $T\psi(x)=\psi(x+a)$. It commutes with $H_0$, while $Tx=(x+a)T$. Therefore

$$[T,H]=-f[T,x]=-faT,$$

$$\frac{d\langle T\rangle}{dt}=\frac{1}{i\hbar}\langle[T,H]\rangle=\frac{ifa}{\hbar}\langle T\rangle .$$

A Bloch state obeys $T\psi_k=e^{ika}\psi_k$. For a packet narrow in $k$, $\langle T\rangle\approx e^{ika}$, and the equation says that $k$ grows steadily:

$$\hbar\frac{dk}{dt}=f.$$

If the packet stays in one band $E(k)$, its conserved energy is $E(k)-fx$. Differentiating in time gives $E'(k)\,dk/dt=fv$, and with $dk/dt=f/\hbar$ this is $v=E'(k)/\hbar$. One more derivative gives

$$\frac{dv}{dt}=\frac{E''}{\hbar}\frac{dk}{dt}=\frac{E''}{\hbar^2}f,\qquad \frac1m=\frac{E''}{\hbar^2}.$$

Near the minimum $E''$ is nearly constant, and so is $m$. The periodic potential has been absorbed into $m$; only the slowly varying force $f=eF$ remains. As a numerical check, a wave packet on a nearest-neighbour hopping chain ($\hbar=a=1$, hopping 1 so that $m=1/2$, $f=0.01$, $t=20$) was displaced by 3.98 sites, against 4.00 from $ft^2/(2m)$.

Collisions that remove momentum at the rate $1/\tau$ give

$$m\frac{dv}{dt}=eF-\frac{mv}{\tau}. \tag{2}$$

In a uniform field the steady state has $dv/dt=0$, so $v=(e\tau/m)F$ and $\mu=e\tau/m$.

### The condition at the cathode

If $F(0)$ were positive, the field would draw further carriers from the unlimited supply. Their charge would screen the cathode and reduce $F(0)$. If $F(0)$ were negative, carriers starting at rest would be turned back. The space-charge limit is therefore $F(0)=0$. Variation 1 shows, for the drift and the ballistic law, that a positive $F(0)$ goes with a smaller current.

### (b) Drift

Put $en=\varepsilon F'$ and $v=\mu F$ into $J=env$:

$$J=\varepsilon\mu FF'=\varepsilon\mu\frac{d}{dx}\frac{F^2}{2}.$$

Integration from $F(0)=0$ gives

$$F=\sqrt{\frac{2J}{\varepsilon\mu}}\;x^{1/2}.$$

The voltage is the integral of the field:

$$V=\int_0^L F\,dx=\frac23\sqrt{\frac{2J}{\varepsilon\mu}}\;L^{3/2}. \tag{3}$$

Squaring, $V^2=8JL^3/(9\varepsilon\mu)$, so

$$\boxed{J_{MG}=\frac98\,\varepsilon\mu\frac{V^2}{L^3}}$$

The scaling has a simple origin. The layer holds a charge per area of order $\varepsilon V/L$, and this charge is replaced once per transit time, of order $L^2/(\mu V)$. One factor of $V$ comes from the amount of charge and the other from its speed.

### (c) Ballistic motion

Without collisions, $mvv'=e\phi'$. Starting from rest, $mv^2/2=e\phi$, so $v=\sqrt{2e\phi/m}$. Equation (1) becomes

$$\phi''=\frac{J}{\varepsilon v}=K\phi^{-1/2},\qquad K=\frac{J}{\varepsilon}\sqrt{\frac{m}{2e}}.$$

Multiply by $\phi'$. The left side is the derivative of $\phi'^2/2$ and the right side that of $2K\phi^{1/2}$. Since $\phi$ and $\phi'$ both vanish at the cathode,

$$\phi'^2=4K\phi^{1/2},\qquad \phi^{-1/4}\,d\phi=2\sqrt K\,dx. \tag{4}$$

Integrating across the layer gives $\tfrac43V^{3/4}=2\sqrt K\,L$. Squaring gives $\tfrac{16}{9}V^{3/2}=4KL^2$, or $K=\tfrac49V^{3/2}/L^2$. With $J=\varepsilon K\sqrt{2e/m}$,

$$\boxed{J_{CL}=\frac49\,\varepsilon\sqrt{\frac{2e}{m}}\,\frac{V^{3/2}}{L^2}}$$

The stored charge again scales as $\varepsilon V/L$, but the speed now scales as $V^{1/2}$. A light carrier moves faster at the same energy, hence the factor $m^{-1/2}$.

In both laws $v$ vanishes at the cathode, so $n=J/(ev)$ diverges there. The total charge per area, $\varepsilon F(L)$, stays finite. In a real contact the thermal spread of velocities removes the divergence.

### (d) The crossing

Divide the two results:

$$\frac{J_{MG}}{J_{CL}}=\frac98\cdot\frac94\,\frac{\mu V^{1/2}}{L}\sqrt{\frac{m}{2e}}=\frac{L_x}{L},$$

$$\boxed{L_x=\frac{81}{32}\,\mu\sqrt{\frac{mV}{2e}}}$$

The ratio falls steadily with $L$, so there is one crossing. The drift law gives the larger current for $L<L_x$ and the smaller one for $L>L_x$.

Let $v_V=\sqrt{2eV/m}$ be the collisionless exit velocity. Inserting $\mu=e\tau/m$,

$$L_x=\frac{81}{32}\,\tau\sqrt{\frac{eV}{2m}}=\frac{81}{64}\,v_V\tau,$$

because $\sqrt{eV/(2m)}=v_V/2$. The crossing length is close to the distance covered in one relaxation time at the full exit velocity. The permittivity has cancelled.

To find the common current, write $J_{CL}=\tfrac49\varepsilon v_VV/L^2$ and set $L=L_x$:

$$J_x=\frac49\left(\frac{64}{81}\right)^2\frac{\varepsilon V}{v_V\tau^2}=\frac{16384}{59049}\,\frac{\varepsilon V}{v_V\tau^2}.$$

For the given parameters, $\mu=1759$ cm²/(V s) $=0.1759$ m²/(V s). Then $e/m=\mu/\tau=1.759\times10^{12}$ C/kg, and

$$v_V=\sqrt{2(1.759\times10^{12})(0.1)}\ \text{m/s}=5.93\times10^5\ \text{m/s}.$$

Hence $v_V\tau=59.3$ nm and

$$L_x=\tfrac{81}{64}(59.3\ \text{nm})=75.1\ \text{nm},$$

or about 1419 bohr. The common value is $J_x=4.14\times10^4$ A/cm².

### (e) Inertia and collisions together

Follow one carrier from its entry at $t=0$. The field it feels changes at the rate

$$\frac{dF}{dt}=vF'=\frac{env}{\varepsilon}=\frac J\varepsilon,\qquad F=\frac{Jt}{\varepsilon}.$$

Equation (2) is now linear in $t$. Multiplied by $e^{t/\tau}/m$, it reads

$$\frac{d}{dt}\left(ve^{t/\tau}\right)=\frac{eJ}{m\varepsilon}\,t\,e^{t/\tau}.$$

The integral of the right side follows from $\int_0^t t'e^{t'/\tau}dt'=\tau te^{t/\tau}-\tau^2(e^{t/\tau}-1)$. With $s=t/\tau$ and the length $A=eJ\tau^3/(m\varepsilon)$,

$$v=\frac A\tau\,g(s),\qquad g=s-1+e^{-s}.$$

Integrating $v$ over time gives the distance travelled. From here on $s$ denotes the transit time to the anode divided by $\tau$:

$$L=AX,\qquad X=\int_0^s g\,ds'=\frac{s^2}{2}-s+1-e^{-s}.$$

The voltage is $V=\int Fv\,dt$. With $F=J\tau s/\varepsilon$ and $J\tau/\varepsilon=mA/(e\tau^2)$,

$$V=\frac{mA^2}{e\tau^2}\,Y,$$

$$Y=\int_0^s s'g\,ds'=\frac{s^3}{3}-\frac{s^2}{2}+1-(1+s)e^{-s}.$$

To compare with the two laws, note that $v_V^2=2eV/m=2A^2Y/\tau^2$, so

$$\frac{L}{v_V\tau}=\frac{X}{\sqrt{2Y}}. \tag{5}$$

Also $J=m\varepsilon A/(e\tau^3)$. Inserting $L$, $V$ and $v_V$ into the two laws gives

$$J_{CL}=\frac49\,\frac{\varepsilon v_VV}{L^2}=J\,\frac{4\sqrt2\,Y^{3/2}}{9X^2},$$

$$J_{MG}=\frac98\,\frac{\varepsilon e\tau}{m}\frac{V^2}{L^3}=J\,\frac{9Y^2}{8X^3}.$$

Therefore

$$\frac{J}{J_{CL}}=\frac{9X^2}{4\sqrt2\,Y^{3/2}},\qquad \frac{J}{J_{MG}}=\frac{8X^3}{9Y^2}. \tag{6}$$

**One solution for each length.** The logarithmic derivative of $X/\sqrt Y$ is $g/X-sg/(2Y)=g(2Y-sX)/(2XY)$. Let $D=2Y-sX$. Then $D'=sg-X$ and $D''=sg'=s(1-e^{-s})>0$. Since $D$ and $D'$ vanish at $s=0$, $D$ is positive for $s>0$. The right side of (5) thus rises steadily, from 0 to infinity as the limits below show, and each $L$ fixes one $s$.

**Short layers.** For small $s$, expansion gives $X\approx\frac{s^3}{6}(1-\frac s4)$ and $Y\approx\frac{s^4}{8}(1-\frac{4s}{15})$. Equation (5) becomes $L/(v_V\tau)\approx s/3$, and the first ratio in (6) becomes

$$\frac{J}{J_{CL}}\approx1-\frac s2+\frac{2s}{5}=1-\frac{s}{10}\approx1-0.3\,\frac{L}{v_V\tau}.$$

**Long layers.** For large $s$, $X\approx\frac{s^2}{2}(1-\frac2s)$ and $Y\approx\frac{s^3}{3}(1-\frac{3}{2s})$. Now $L/(v_V\tau)\approx\sqrt{3s/8}$, and

$$\frac{J}{J_{MG}}\approx1-\frac6s+\frac3s=1-\frac3s\approx1-\frac98\left(\frac{v_V\tau}{L}\right)^2.$$

The two laws are the two limits of this model.

**Both laws are upper bounds in this model.** Since $g'=1-e^{-s}>0$, the carrier speeds up throughout its flight. Equation (2) then requires $v<\mu F$ after entry. So $J=\varepsilon F'v<\varepsilon\mu FF'$, and integration gives $F^2>2Jx/(\varepsilon\mu)$. The voltage exceeds the right side of (3), which means $J<J_{MG}$.

The friction term in (2) also removes energy from the directed motion, so $mv^2/2<e\phi$. Then $\phi''=J/(\varepsilon v)>K\phi^{-1/2}$. The steps of part (c), with this inequality in place of the equality, give $\tfrac43V^{3/4}>2\sqrt K\,L$, which means $J<J_{CL}$.

The answer to (e) is no. In this model, with carriers entering at rest and no diffusion, the current lies below both laws at every finite length. At $L_x$ nothing switches; there the lower of the two bounds changes from one law to the other.

**At the crossing.** Setting (5) equal to $81/64$ gives $s=6.19$, a transit time of 0.619 ps. Equation (6) then gives $J/J_x=0.653$. This fraction is the same for all parameters in this model, because $81/64$ alone fixes $s$. It does depend on the form of (2), which gives all carriers at one place the same velocity. Random collisions with the same $\tau$ and $\mu$ spread the velocities and lower it, to about 0.59 if each collision stops the carrier and about 0.49 if it scatters elastically and isotropically. In the example,

$$J=0.6532\,(4.142\times10^4)\ \text{A/cm}^2=2.71\times10^4\ \text{A/cm}^2.$$

The exit velocity is $0.47\,v_V$, so a share $0.47^2\approx0.22$ of the energy $eV$ is in the directed motion, $mv^2/2$. Equation (2) describes momentum loss only. It does not say whether the rest has gone to the lattice or, as with elastic collisions, into random motion of the carriers. Relative to the local drift velocity $\mu F$, the exit velocity is $g/s=5.19/6.19=0.84$. Collisions have removed most of the energy from the directed motion, yet the carrier still lags behind the field.

Currents in A/cm² at $V=0.1$ V:

| $L/L_x$ | drift law | ballistic law | full model |
|---|---|---|---|
| 0.1 | $4.14\times10^7$ | $4.14\times10^6$ | $3.99\times10^6$ |
| 0.3 | $1.53\times10^6$ | $4.60\times10^5$ | $4.09\times10^5$ |
| 1 | $4.14\times10^4$ | $4.14\times10^4$ | $2.71\times10^4$ |
| 3 | $1.53\times10^3$ | $4.60\times10^3$ | $1.43\times10^3$ |
| 10 | $41.4$ | $414$ | $41.1$ |

At $0.1L_x$ the full current is 3.8% below the ballistic law; at $10L_x$ it is 0.7% below the drift law. The two expansions above give the same deficits. Direct integration of (1) and (2) in position, with $J$ adjusted to match the voltage, confirms both laws and the full model at three lengths.

**Where the model fails.** The de Broglie wavelength at energy $eV$ is 12.3 nm, the shortest that a carrier entering at rest can reach in the layer. It is larger than the 7.5 nm layer of the first table row and more than half the 22.5 nm layer of the second, so those rows illustrate the classical formulas and do not predict a device current. At $L_x$ it is a sixth of the layer, and the wavelength belonging to the directed exit velocity, $12.3\ \text{nm}/0.47\approx26$ nm, is about a third, so the classical picture has only a modest margin there. Even for a layer cooled to 77 K, where the thermal energy of 6.6 meV is small beside $eV=100$ meV, the thermal speed $\sqrt{2k_BT/m}$ is $\sqrt{6.6/100}\approx0.26$ of $v_V$. That is more than half the exit velocity $0.47\,v_V$ found at $L_x$, so thermal motion is not a small correction, and it works against the two bounds. With a Maxwellian spread of entry velocities at 77 K, the collisionless current is about $1.6\,J_{CL}$ even when $V$ is counted from the potential minimum in front of the cathode. Close to the cathode $e\phi$ is smaller than the thermal energy, and diffusion matters there; for $L=L_x$ at 77 K this region is about the first seventh of the layer. The effect on the current is large: between two ohmic contacts, drift with diffusion at 77 K gives about $3\,J_{MG}$ at $10L_x$. At $eV/k_BT\approx15$ neither law bounds the current of a real layer; the bounds need $eV$ far larger than $k_BT$. Entry at rest also fails for the first two table rows, since a contact at 77 K supplies those currents only with its Fermi level about 70 and 20 meV above the band edge. A constant $\tau$ is also an assumption: carriers with enough energy can emit optical phonons, which shortens $\tau$. At higher voltages the band ceases to be parabolic. If carriers gain enough energy to create electron–hole pairs, the single-carrier equations (1) no longer hold, and this is one route to breakdown.

## Variation 1: a field remains at the cathode

**Question.** The contact supplies less than the space-charge limit, so that $F(0)=F_0>0$. How does the current at fixed $V$ change?

**Solution.** For drift, integrating $J=\varepsilon\mu FF'$ now gives $F^2=F_0^2+2Jx/(\varepsilon\mu)$, and

$$V=\int_0^L\sqrt{F_0^2+\frac{2Jx}{\varepsilon\mu}}\;dx .$$

The integral grows with both $F_0$ and $J$. At fixed $V$, a larger $F_0$ therefore requires a smaller $J$. Write $F_0=\gamma V/L$ and $J=j\,\varepsilon\mu V^2/L^3$. Carrying out the integral gives

$$3j=(\gamma^2+2j)^{3/2}-\gamma^3 .$$

For $\gamma=0$ this is $3j=(2j)^{3/2}$, so $j=9/8$ as before. For $\gamma=0.3$ the solution is $j=1.0041$, which is 0.8925 of the space-charge limit.

For ballistic motion, the first integral in (4) becomes $\phi'^2=F_0^2+4K\phi^{1/2}$, and

$$L=\int_0^V\frac{d\phi}{\sqrt{F_0^2+4K\phi^{1/2}}}.$$

This integral falls with both $F_0$ and $K$. At fixed $L$ and $V$, a larger $F_0$ again requires a smaller $K$, hence a smaller $J$. Direct integration with $F_0=0.3V/L$ gives 0.879 of the limit.

## Variation 2: fixed length, rising voltage

**Question.** At which voltage $V_x$ do the two laws cross in a given layer, and which is lower above it? How does the crossing length depend on the effective mass?

**Solution.** Set $L=\frac{81}{64}\tau\sqrt{2eV_x/m}$, square and solve:

$$V_x=\left(\frac{64}{81}\right)^2\frac{mL^2}{2e\tau^2}=\frac{2048}{6561}\,\frac{mL^2}{e\tau^2}.$$

Since $J_{MG}/J_{CL}=L_x/L$ grows as $V^{1/2}$, the ballistic law is the lower one above $V_x$. In this model the current thus changes gradually from $V^2$ at low voltage to $V^{3/2}$ at high voltage, because faster carriers cross the layer in fewer relaxation times. In the example layer the current comes within 10% of the drift law only below about 17 mV, which is $2.5\,k_BT/e$ at 77 K. Diffusion cannot be neglected there, so a real layer of this length need not show the $V^2$ range. Doubling the length of the example layer to 150 nm raises $V_x$ from 0.1 V to 0.4 V, where a constant $\tau$ is harder to defend.

The effect of the mass depends on what is held fixed. At fixed $\tau$, $L_x\propto m^{-1/2}$, because light carriers travel further in one relaxation time. At fixed $\mu$, $L_x\propto m^{1/2}$, because the same mobility with a heavier mass implies a longer $\tau=m\mu/e$.

## Calculated quantities

```
Direct integration / formula, reduced units (dimensionless):
  L/Lx=0.3: drift 1.00000, ballistic 1.00002, full 1.00002
  L/Lx=1.0: drift 1.00000, ballistic 1.00002, full 1.00001
  L/Lx=3.0: drift 1.00000, ballistic 1.00002, full 1.00000
Current with cathode field 0.3 V/L over current with zero field:
  drift: 0.8925
  ballistic: 0.8791
Lattice wave packet (hbar = site spacing = hopping = 1):
  force 0.01, time 20.0, packet width 10.0 sites
  effective mass 0.5
  displacement: quantum 3.9817, f t^2/(2m) 4.0000 sites
Worked example, inputs:
  effective mass 0.1 m_e, relative permittivity 10.0
  relaxation time 0.10 ps, voltage 0.10 V
Worked example, results:
  mobility 1758.8 cm^2/(V s)
  collisionless exit velocity v_V 5.9310e+05 m/s
  length v_V tau 59.31 nm
  crossing length Lx 75.06 nm = 1419 bohr
  common current of the two laws at Lx 4.1422e+04 A/cm^2
  full-model current at Lx 2.7056e+04 A/cm^2
  full / common current at Lx 0.6532
  transit time at Lx: s = 6.1902, 0.6190 ps
  exit velocity at Lx 2.7905e+05 m/s
  exit velocity / v_V 0.4705
  exit velocity / local drift velocity 0.8388
  share of eV kept as kinetic energy 0.2214
  de Broglie wavelength at energy eV 12.26 nm
  thermal energy at 77 K 6.64 meV
L/Lx | L (nm) | drift, ballistic, full J (A/cm^2) | full/lower law
   0.1 | 7.51 | 4.142e+07, 4.142e+06, 3.985e+06 | 0.9622
   0.3 | 22.52 | 1.534e+06, 4.602e+05, 4.085e+05 | 0.8877
   1.0 | 75.06 | 4.142e+04, 4.142e+04, 2.706e+04 | 0.6532
   3.0 | 225.19 | 1.534e+03, 4.602e+03, 1.427e+03 | 0.9304
  10.0 | 750.64 | 4.142e+01, 4.142e+02, 4.113e+01 | 0.9931
```
